Finite-Difference Contact Resistance and the Thickness Limit of Transmission-Line Theory

If the one-dimensional transmission-line formula is used on a film that is too thick, the resistance of current spreading through the depth is assigned to the interface. The extracted interfacial resistivity is then too large, and a predicted contact resistance is too small. For the 30 nm silicon film treated below, the formula gives 8.3 Ω µm where the two-dimensional model gives 9.5 Ω µm. This note gives a scheme for the two-dimensional problem, bounds on the error of the formula, and a map of that error.

**Model and one-dimensional result**

A uniform isotropic film of resistivity ρ occupies 0 < y < t on an insulator at y = 0. An equipotential contact at zero potential covers 0 < x < L on the top surface and has interfacial resistivity ρc. The film continues on both sides. A current I per unit width arrives from the far left and leaves through the contact. With current density −∇φ/ρ, the equations are

∇²φ = 0 in the film,
J(x) = −φ_y/ρ = φ/ρc at y = t, 0 < x < L,
φ_y = 0 on the remaining top and bottom surfaces.

J is positive when current leaves the film. The interface is linear and has no thickness.

Integrate ∇²φ = 0 over y at x < 0. Both surfaces are insulating there, so the depth average φ̄ obeys φ̄″ = 0. Its slope is fixed by the current:

φ̄(x) = I(R − Rs x), x < 0, Rs = ρ/t.

This defines R, the contact resistance multiplied by width, in Ω m. It is what extrapolating the distant potential to the front edge gives.

In the one-dimensional model φ does not vary with depth. Let i(x) be the lateral current per width. Then i′ = −J and φ′ = −Rs i. With φ = ρc J = −ρc i′,

i″ = i/LT², LT = √(ρc/Rs) = √(ρc t/ρ).

The conditions i(0) = I and i(L) = 0 give i = I sinh[(L−x)/LT]/sinh(L/LT). Hence

R₁(ρc) = −ρc i′(0)/I = (ρc/LT) coth(L/LT) = √(Rs ρc) coth(L/LT).

**The scheme**

Divide the film into rectangles Δx_i by Δy_j, with j = 1 next to the top surface, and place one potential at each centre. Contact edges must coincide with cell faces. Current conservation in a cell reads

Σ G(φ_P − φ_N) + G_c φ_P = S_P,

where P is the cell, N runs over its neighbours, and

G = Δy_j/[ρ(x_{i+1} − x_i)] for a lateral neighbour,
G = Δx_i/(ρ d) for a vertical neighbour at centre distance d,
G_c = Δx_i/(ρc + ρΔy₁/2) for a top cell under the contact.

The last conductance puts the interface in series with the film between the cell centre and the surface. It follows from eliminating the surface potential φ_s from J = (φ_P − φ_s)/(ρΔy₁/2) = φ_s/ρc. Current is injected uniformly at the left end, S_P = IΔy_j/t. Insulating faces need no term.

Summing the equations of a column outside the contact cancels the vertical currents, so the discrete depth average is also linear. The resistance can therefore be read from the first column, whose centre is x₁ < 0:

R = φ̄₁/I + Rs x₁.

The second term is negative and removes the resistance of the bare film.

The potential varies fastest near the contact edges. On a segment of length A, place the faces at distances

s_k = c sinh[(k/n) arsinh(A/c)], k = 0 … n,

from the edge, with c = 0.3 min(t, ρc/ρ, L/2). This rule needs ρc > 0; a perfect contact needs another choice of c. Use this rule for each half of the contact, for 4t of bare film on each side, and for the depth measured from the top. The slowest nonuniform mode in bare film is cos(πy/t), which decays as exp(−π|x|/t); over 4t it falls by exp(−4π), about 3×10⁻⁶.

    function SOLVE(ρ, ρc, t, L, n)
        build graded faces, with faces at x = 0 and x = L
        for each pair of neighbouring cells: add G to the matrix
        for each top cell under the contact: add G_c to its diagonal
        put I Δy_j / t in the source of the first column
        solve the sparse linear system
        return (depth average of first column)/I + Rs x₁

    function RESISTANCE(ρ, ρc, t, L, n)
        return [4 SOLVE(n) − SOLVE(n/2)]/3

The combination in RESISTANCE removes an error proportional to 1/n². For ρc = ρt and L = 13.9t, the unextrapolated errors at n = 8, 16 and 32 are 1.94%, 0.50% and 0.13%, relative to the long-contact series derived below. Each doubling of n divides the error by about 3.9, close to the 4 of a second-order scheme.

**Cost and stability**

There are 4n columns and n rows, so 4n² unknowns. Numbered column by column, the matrix has half-bandwidth n. A banded factorisation needs of order 4n²·n² = 4n⁴ operations and 4n³ stored numbers. At n = 32 these are 4096 unknowns and about 4×10⁶ operations, up to a constant factor. A sparse solver with a fill-reducing ordering is also suitable.

The matrix is symmetric. For any vector φ its quadratic form is

Σ_faces G(φ_P − φ_N)² + Σ_contact G_c φ_P².

It vanishes only if all potentials are equal and the contact potentials are zero. The matrix is therefore positive definite for every finite ρc ≥ 0, on any mesh with at least one contact cell. There is no time step and hence no step-size limit. As ρc → ∞, however, G_c → 0 and a uniform potential becomes nearly undetermined, so the conditioning worsens.

**Two-sided bounds**

Cut the film at x = −a, with a much larger than t, and inject I uniformly there. The effect of the cut on R vanishes as a → ∞, and the bounds below are taken in that limit. The dissipated power per width is

P = I φ̄(−a) = I²(R + Rs a).

The true current minimises dissipation among all currents with the same injection and no sources inside. To see this, add to the true current j a divergence-free change δ that has no normal component at the injection face or the insulating surfaces. The cross term in the dissipation is twice

∫ρ j·δ dA + ∫ρc J δ_y dx = −∫∇φ·δ dA + ∫φ δ_y dx.

By the divergence theorem the area integral of ∇φ·δ equals the contact integral of φδ_y, so the cross term is zero. What remains is the positive dissipation of δ.

For an upper bound, take a trial current with j_x = i(x)/t and j_y = J(x)y/t under the contact, where J = −i′. Its divergence is i′/t + J/t = 0. The vertical part dissipates

∫₀ᵗ ρ(Jy/t)² dy = (ρt/3)J².

The trial power beyond I²Rs a is therefore

∫₀ᴸ [Rs i² + (ρc + ρt/3)i′²] dx.

Minimising over i gives the one-dimensional equation with ρc replaced by ρ′ = ρc + ρt/3. Integration by parts turns the minimum into −ρ′I i′(0) = I²R₁(ρ′).

For a lower bound, start from the true current and discard the vertical dissipation. The Cauchy–Schwarz inequality gives ∫j_x² dy ≥ i²/t. What remains is at least the one-dimensional functional with ρc, whose minimum is I²R₁(ρc). Thus, within this model and for every L,

R₁(ρc) ≤ R ≤ R₁(ρc + ρt/3).

Multiplying ρc by a factor α ≥ 1 multiplies the functional by at most α, so R₁(αρc) ≤ αR₁(ρc). Here α = 1 + ρt/(3ρc), and ρt/ρc = t²/LT². The error relative to R₁ obeys

0 ≤ R/R₁ − 1 ≤ t²/(3LT²).

To guarantee an excess no larger than p, it is sufficient that

t ≤ √(3p) LT, or equivalently t ≤ 3pρc/ρ.

This rule assumes the uniform, linear model above. It is sufficient, not necessary.

When t is much smaller than both L and LT, the vertical current is nearly linear in y except within about t of the edges. The upper bound then gives the leading correction. With λ = L/LT ∝ ρc^(−1/2),

d ln R₁/d ln ρc = 1/2 + λ/sinh 2λ,

because d ln(coth λ)/dλ = −2/sinh 2λ. Multiplying by the relative change t²/(3LT²) gives

R/R₁ − 1 ≈ (t²/6LT²)(1 + 2λ/sinh 2λ).

At t/LT = 0.05 and λ = 1 this is 0.0646%; a numerical solution of the integral equation derived below gives 0.0637%.

**A long contact without a mesh**

For L → ∞ the problem has a closed series, which supplies a reference for the mesh. Measure lengths in t, set ρ = I = 1, and write η = ρc/(ρt) = LT²/t². Define, for small negative Re s,

G(s) = ∫₀^∞ J e^(−sx) dx, U(s) = ∫_{−∞}^0 φ(x,1) e^(−sx) dx.

The transform of φ over all x satisfies Φ_yy = −s²Φ and is proportional to cos(sy). At the top, Φ_y = −s tan(s) Φ. There Φ_y = −G and Φ = U + ηG, so

G(1 − ηs tan s) = s tan(s) U.

Multiply by cos s and write both even functions as products over their zeros:

cos s − ηs sin s = Π_{n≥0}(1 − s²/k_n²), ηk_n tan k_n = 1,
s sin s = s² Π_{n≥1}(1 − s²/(nπ)²),

with nπ < k_n < nπ + π/2. Separate factors with zeros on the left from those with zeros on the right:

G Π(1+s/k_n)/Π(1+s/nπ) = s²U Π(1−s/nπ)/Π(1−s/k_n).

The products on each side are taken together, in pairs, so that they converge. The left side is analytic for Re s > −k₀ and the right side for Re s < 0, so together they define an entire function. J is finite at the edge, so G falls as 1/s, while the ratio multiplying it grows as s. The potential is also finite at the edge, so U falls as 1/s, while its multiplier, s² times a ratio that falls as 1/s, grows as s. The function is therefore bounded in both half-planes and hence constant. At s = 0 it equals G(0) = 1. Therefore

U = s⁻² Π(1−s/k_n)/Π(1−s/nπ) = 1/s² − Λ/s + …,
Λ = 1/k₀ + Σ_{n≥1}[1/k_n − 1/(nπ)].

The distant potential R − x has transform 1/s² − R/s. Comparison gives R = Λ, or R = ρΛ with units restored.

For ρc → 0, k_n → (n+½)π. Since Σ_{n≥1}[1/n − 1/(n+½)] = 2(1 − ln 2),

R = (ρ/π)[2 − 2(1 − ln 2)] = (2 ln 2/π)ρ ≈ 0.441ρ.

The one-dimensional result is zero here. If R²/Rs were used to extract ρc from this perfect contact, it would return 0.441²ρt ≈ 0.195ρt.

For large η, the lowest root satisfies ηk₀²(1 + k₀²/3) ≈ 1. Since ηk₀² ≈ 1, this gives 1/k₀² ≈ η + 1/3. For n ≥ 1, k_n ≈ nπ + 1/(nπη). Expanding the sum gives

R/ρ ≈ √η + 1/(6√η) − ζ(3)/(π³η).

The first term is R₁/ρ. The second reproduces the thin-film correction for λ → ∞, and the third is the leading edge correction.

Summing the series with numerically found roots gives R/ρ = 0.574, 1.130 and 3.211 for η = 0.1, 1 and 10. The one-dimensional values √η are 0.316, 1.000 and 3.162.

**A finite contact without a volume mesh**

A line source of unit strength on the top surface of the strip produces

g(x) = −(ρ/π) ln[2 sinh(π|x|/2t)]

along that surface. This is the real part of an analytic function, −(ρ/π) ln[2 sinh(πz/2t)] with z = x + i(t−y). Its imaginary part is constant along each insulating face away from the source, so no current crosses. Near the source it is logarithmic with the correct half-circle flux; far away it becomes −ρ|x|/(2t), half the current going each way. The contact is a distribution of sinks, so

φ(x,t) = C − ρIx/(2t) + (ρ/π)∫₀ᴸ J(x′) ln[2 sinh(π|x−x′|/2t)] dx′.

The linear term carries I/2 to the right everywhere. The sinks draw I/2 from each side, so the total current is I at far left and zero at far right. Impose φ = ρcJ and ∫J dx = I to find J and C. The distant left potential then gives

R = C/I + (ρ/2tI)∫₀ᴸ xJ dx.

A 100-point Legendre discretisation, with the logarithm integrated analytically, solves this equation. It also exposes the thick-film limit. For L ≪ t and L ≪ ρc/ρ, J ≈ I/L and 2 sinh(πd/2t) ≈ πd/t, where d = |x−x′|. The average of ln d over the contact is ln L − 3/2. Averaging φ = ρcJ and substituting C gives

R ≈ ρc/L + ρL/(2t) + (ρ/π)[3/2 + ln(t/πL)].

The last term is spreading resistance. The corresponding short-contact limit of R₁ is ρc/L + ρL/(3t), which has no logarithm.

The edge densities obey a further relation. Laplace's equation implies

∂ₓ[(φ_x² − φ_y²)/2] + ∂_y(φ_xφ_y) = φ_x∇²φ = 0.

Integrate over the strip. The far-left end contributes −ρ²I²/(2t), the far-right end contributes zero, and under the contact φ_y = −ρφ/ρc. Hence

−ρ²I²/(2t) + (ρ/2ρc)[φ(0)² − φ(L)²] = 0,
J(0)² − J(L)² = I²/LT².

The one-dimensional densities satisfy the same identity, since coth²λ − csch²λ = 1. The identity therefore checks a numerical solution, but it cannot measure the error of the one-dimensional model.

**Where the formula fails**

The finite-difference scheme with n = 32 gives the following excess R/R₁ − 1, in per cent of R₁. The four columns are L/LT = 0.3, 1, 3 and 10.

t/LT = 0.2: 1.1, 1.0, 0.7, 0.6
t/LT = 0.5: 5.4, 5.6, 3.8, 3.7
t/LT = 1.0: 16, 20, 14, 13
t/LT = 2.0: 43, 62, 45, 41
t/LT = 4.0: 110, 179, 136, 113

Root finding on the same solver places the 5% contour at t/LT = 0.48, 0.47, 0.58 and 0.59 in these columns. The 10% contour lies at 0.74, 0.68, 0.84 and 0.86. The guaranteed limits are 0.39 and 0.55. At fixed t/LT ≥ 0.5 the excess peaks at an intermediate contact length and falls for much longer or much shorter contacts. Among the four columns the largest value is at L/LT = 1, but the peak itself lies near L/LT = 0.6 for t/LT = 0.5 (about 6.0%), near 0.8 for t/LT = 1 and near 1 for t/LT = 2. The contours above are therefore not quite the worst case over L.

**Silicide on heavily doped silicon**

Take rough typical values for a silicide contact on n-type silicon: ρ = 5×10⁻⁴ Ω cm, ρc = 2×10⁻⁹ Ω cm², and t = L = 30 nm. Then

Rs = 5×10⁻⁴/(3×10⁻⁶) = 167 Ω per square,
LT = √(2×10⁻⁹/167) cm = 34.6 nm,
t/LT = L/LT = 0.866,
R₁ = 5.77 coth(0.866) = 8.26 Ω µm.

The scheme with n = 64 gives R = 9.545 Ω µm (9.545×10⁻⁶ Ω m), 16% above R₁. The upper bound is 9.94 Ω µm. Solving R₁(ρ_app) = R gives an apparent resistivity of 2.38×10⁻⁹ Ω cm², 19% above the input. Since R₁ increases with ρc, the bounds also require

ρ_app − ρt/3 ≤ ρc ≤ ρ_app.

Here ρt/3 = 0.50×10⁻⁹ Ω cm², so extraction from R alone would bracket ρc between 1.88 and 2.38×10⁻⁹ Ω cm², provided ρ, t and L are known.

With ρ, ρc and L fixed, changing the thickness gives these pairs R₁, R in Ω µm:

5 nm: 14.6, 14.9
10 nm: 11.0, 11.6
20 nm: 9.0, 9.9
60 nm: 7.5, 9.5
100 nm: 7.2, 9.9

The excess reaches 10% at 19 nm; the sufficient rule guarantees this accuracy up to 0.3ρc/ρ = 12 nm. R₁ falls throughout the sweep, but R rises between 60 and 100 nm. The thick-film expression indicates why: its lateral term falls as 1/t, while its spreading term grows as ln t. Its derivative with respect to t is −ρL/(2t²) + ρ/(πt), which changes sign at t = πL/2 = 47 nm. This is only a rough estimate of the minimum, because L = 30 nm is not much smaller than either that thickness or ρc/ρ = 40 nm. At 100 nm the expression gives 9.9 Ω µm.

At 1 mA/µm and 300 K, with a rough doping of 2×10²⁰ cm⁻³, several omitted effects can be sized. Ending the film at the rear contact edge raises R by 1.6%. A 0.6 V barrier depletes about 2 nm in the abrupt-depletion estimate; thinning the whole film by that amount raises R by 0.5%. This indicates only the size of the effect, not its sign, because the depletion lies under the contact alone. A 10 nm silicide of 20 µΩ cm has a full-length resistance of 0.6 Ω µm, about 6% of R. If the contact current is nearly uniform and the metal is fed from either end, about one third of this, 0.2 Ω µm or 2% of R, is added to the contact resistance. The peak interface drop, ρcJ(0), is 9 mV, below kT/q = 26 mV and far below the characteristic tunnelling energy of 176 meV, (eħ/2)√(N/m*ε) with m* = 0.19 electron masses. For valleys whose heavy axis, 0.92 electron masses, lies along the tunnelling direction, this energy is 80 meV, still well above the drop. This supports a linear interface. The barrier height and ρc are independent rough inputs. A WKB tunnelling estimate for 0.6 V at this doping gives about 4 to 7×10⁻⁹ Ω cm², so the chosen ρc implies a somewhat lower barrier or a higher surface doping. The mean lateral field in the film, outside the depletion layer, is 0.0017 MV/cm, far below silicon's rough breakdown scale of 0.3 MV/cm.

The local Ohm's law is less secure. Six spherical valleys with an effective mass of 0.32 electron masses give a zero-temperature Fermi energy of 118 meV (the chemical potential at 300 K is 113 meV, 4.4 kT), so the electrons are degenerate, and a mean free path of 4 nm, 14% of the thickness. That ratio is a warning, not a calculated correction to R. A silicide also consumes silicon and sits in a recess, which the flat contact of this model does not describe. An 8 nm recess changes R by about +4% if its walls are insulating and by about −32% if they conduct with the same ρc; the second change exceeds the 16% correction found above. Real source and drain regions also have graded doping and three-dimensional contacts, and strain can make the conductivity anisotropic; these changes are not sized here. The rough value of ρc matters more than the dimensional correction: halving it lowers R₁ from 8.3 to 4.9 Ω µm.

**Failure modes**

- Omitting ρΔy₁/2 from G_c effectively lowers ρc by that amount and leaves an error of first order in the cell height.
- A contact edge inside a cell changes the effective L.
- Reading the surface potential close to the contact includes decaying modes; use the depth average.
- A small excess is a difference of nearly equal resistances. An error of 0.1% in R is about one sixth of the 0.6% excess at t/LT = 0.2, L/LT = 10.
- Cells much larger than ρc/ρ at the edges miss current crowding when the interface is very conductive.
